# Core levels in strained heterojunctions need their own deformation potentials

A calculation of a strained heterojunction often gives the energy separation of two core levels, one on each side of the interface. To turn it into a valence-band offset, one adds the core-to-valence separation of the layer and subtracts that of the substrate, each taken from a bulk calculation. The decision is which bulk cell to use for the strained layer: the relaxed cell, the relaxed cell with a correction for the valence edge, or a cell with the strain of the layer. The first two choices leave out the motion of the core level.

All energies below are electron energies, so a higher level is less tightly bound. Compressive strain is negative. For each material define

$$D=E_v-E_{core},$$

where $E_v$ is the top of the valence band. The separation measured across the junction is

$$S=E_{core}^{B}-E_{core}^{A},$$

where $A$ is the unstrained substrate and $B$ the strained layer.

## A counter-example that can be solved

Take a one-dimensional crystal with one electron moving in a fixed potential. Each atom contributes

$$v(x)=-C e^{-x^2/2w_c^2}-T e^{-x^2/2w_t^2}.$$

The narrow well, with $w_c=0.015$ nm, binds a core level. The broad tail, with $w_t=0.090$ nm, reaches the neighbouring atoms. The depths $(C,T)$ are $(250,20)$ eV for $A$ and $(240,21)$ eV for $B$. The relaxed spacings are 0.280 nm and 0.290 nm, and $B$ is compressed by 1.20%.

The bulk levels are as follows.

| Crystal | Core level (eV) | Valence top (eV) |
|---|---:|---:|
| $A$ | −156.194 | −14.641 |
| $B$, relaxed | −149.988 | −14.221 |
| $B$, strained | −150.022 | −14.201 |

Compression lowers the core level of $B$ by about 34 meV and raises its valence top by about 20 meV. The separation $D_B$ therefore grows from 135.7669 to 135.8216 eV, a change of 54.7 meV.

Now join 16 cells of $A$ to 16 cells of strained $B$, repeated periodically. A smooth potential step of 0.50 eV at the interface stands for the interface dipole; the bulk calculations know nothing of it. Diagonalizing the whole junction and reading the core levels on the middle atom of each layer gives $S=6.6717$ eV. With $D_A=141.5531$ eV, the three choices give

$$
\begin{aligned}
\text{strained } D_B:&\quad 6.6717+135.8216-141.5531=0.9402\ \text{eV},\\
\text{relaxed } D_B:&\quad 6.6717+135.7669-141.5531=0.8855\ \text{eV},\\
\text{valence shift only}:&\quad 0.8855+0.0204=0.9059\ \text{eV}.
\end{aligned}
$$

The offset can also be found without core levels. Cut one cell of the junction potential from the middle of each layer, repeat it periodically, and compute its valence top. The difference of the two tops is 0.9402 eV, in agreement with the first choice. The valence-only choice is too low by 34 meV, which is the core shift that it omits. Both shifts are measured here on the scale where the isolated atomic potentials vanish at infinity; on another scale this error takes another value, as shown below.

The upper of the two edges, which lies in $B$, has a further test. The highest valence state of the whole junction should lie a little below it, because the hole is confined to the layer. It lies 46.0 meV below. The bulk band of strained $B$ falls by 60.9 meV between zero wavevector and $\pi$ divided by the layer width, which is the scale for hard walls. The observed value is smaller because the walls have finite height and let the state spread into $A$.

## Why the core level moves

Place the core's atom at the origin. When the spacing $a$ becomes $a(1+\varepsilon)$, the potential is

$$V(x)=v(x)+\sum_{n\ne0}v\big(x-na(1+\varepsilon)\big).$$

Its derivative at zero strain is

$$\left.\frac{dV}{d\varepsilon}\right|_0=\sum_{n\ne0}(-na)\,v'(x-na).$$

The kinetic-energy operator does not change. If the core state has negligible overlap with its neighbours, first-order perturbation theory gives the core deformation potential as the expectation value

$$a_{core}^{chain}=\left\langle core\left|\sum_{n\ne0}(-na)\,v'(x-na)\right|core\right\rangle .$$

For a very compact core, set $x=0$. Since $v$ is even, $v'$ is odd, and $-na\,v'(-na)=na\,v'(na)$. The terms for $n$ and $-n$ are equal, so

$$a_{core}^{chain}\simeq\sum_{n\ne0}|n|a\,v'(|n|a).$$

The atomic potential is attractive and rises toward zero with distance, so $v'(|n|a)>0$ and $a_{core}^{chain}>0$. Compression brings the attractive tails closer and lowers the core level.

The point-core formula gives 2.43 eV per unit linear strain. Averaging over the computed core density gives 2.711 eV, the same as a finite difference of the core energies. The difference between 2.43 and 2.711 eV comes from the finite width of the core, since that is all that changes between the two formulas.

The linear law predicts a core shift of $2.711\times(-0.0120)=-32.5$ meV. The computed shift is −34.3 meV, of which 5.3% is nonlinear. Halving the strain reduces the nonlinear remainder by a factor of 4.06, as expected for a mainly quadratic term.

In a real crystal the electron density also rearranges under strain. The pull of the neighbouring atoms is still present, but the rearranged electrons can outweigh it and reverse the shift. Both the sign and the size of $a_{core}$ must then come from a self-consistent calculation or a suitable measurement.

## The general statement and its proof

Assume a mean-field description in which each layer has a bulk-like region far from the interface, with no residual electric field there. The potential in that region equals the potential of the bulk crystal in the same strain state, plus a constant $c_M$ for material $M$. Adding a constant to a Hamiltonian moves every eigenvalue by that constant:

$$E_{v,M}^{junction}=E_{v,M}^{bulk}+c_M,\qquad
E_{core,M}^{junction}=E_{core,M}^{bulk}+c_M.$$

Subtracting the second equation from the first removes $c_M$:

$$E_{v,M}^{junction}=E_{core,M}^{junction}+D_M.$$

Write this for $B$ and for $A$, and subtract:

$$\boxed{\Delta E_v=E_v^B-E_v^A=S+D_B(\varepsilon)-D_A.}$$

This identity does not require small strain. It requires $S$ to come from the strained junction and $D_B$ from the bulk crystal with the same strain.

Now take a small strain of a cubic crystal whose atoms sit on sites of cubic symmetry, as in the diamond and zincblende structures. Let $\mathrm{Tr}\,\varepsilon$ be the fractional volume change, and $\delta_{shear}$ the shift of the valence top caused by the volume-conserving part of the strain. The levels move as

$$E_v(\varepsilon)=E_v(0)+a_v\mathrm{Tr}\,\varepsilon+\delta_{shear},$$

$$E_{core}(\varepsilon)=E_{core}(0)+a_{core}\mathrm{Tr}\,\varepsilon.$$

The second line applies to an $s$ core, for which cubic symmetry allows no first-order shift except through the volume, or to the centroid of a split core line as shown below. Subtraction gives

$$D_B(\varepsilon)=D_B(0)+(a_v-a_{core})\mathrm{Tr}\,\varepsilon+\delta_{shear}.$$

Define an error as the estimate minus the correct offset, with $S$ held fixed. Using $D_B(0)$ gives

$$\mathrm{error}_{relaxed}=-(a_v-a_{core})\mathrm{Tr}\,\varepsilon-\delta_{shear}.$$

Adding the valence terms but holding the core fixed gives

$$
\begin{aligned}
\mathrm{error}_{fixed\ core}
&=\big[a_v\mathrm{Tr}\,\varepsilon+\delta_{shear}\big]
-\big[(a_v-a_{core})\mathrm{Tr}\,\varepsilon+\delta_{shear}\big]\\
&=a_{core}\mathrm{Tr}\,\varepsilon.
\end{aligned}
$$

This second error vanishes to first order for a strain that conserves volume, and it changes sign between compression and tension. If both layers are strained, the same subtraction gives $a_{core}^{B}\mathrm{Tr}\,\varepsilon_B-a_{core}^{A}\mathrm{Tr}\,\varepsilon_A$, so the two sides may partly cancel.

## The energy reference

Neither $a_v$ nor $a_{core}$ has a meaning until an energy reference is named. Suppose the new reference moves by $g\,\mathrm{Tr}\,\varepsilon$ relative to the old one. Then

$$a_v'=a_v-g,\qquad a_{core}'=a_{core}-g,\qquad a_v'-a_{core}'=a_v-a_{core}.$$

The chain shows how large this change can be. On the scale where isolated atomic potentials vanish at infinity, the core and valence values are 2.711 and −1.680 eV. Measured from the mean potential of the crystal they are −44.742 and −49.133 eV. The core value even changes sign, while the valence-minus-core difference stays at −4.39 eV.

The fixed-core error $a_{core}\mathrm{Tr}\,\varepsilon$ therefore depends on the reference on which $a_v$ was quoted. In the chain it is −34 meV on the first scale and about +0.54 eV on the mean-potential scale, while the error of the relaxed separation is the same on both.

It also follows that a valence deformation potential already measured from the core level is the difference $a_v-a_{core}$. It should be inserted as it stands; subtracting $a_{core}$ again would count the core motion twice.

There is also a route in which the core drops out. Suppose the offset of an unstrained junction is known, and let $\Delta c$ be the change in $c_B-c_A$ caused by strain. Then $S$ changes by $a_{core}\mathrm{Tr}\,\varepsilon+\Delta c$. Adding the change of $D_B$ gives

$$\Delta E_v(\varepsilon)-\Delta E_v(0)=a_v\mathrm{Tr}\,\varepsilon+\delta_{shear}+\Delta c.$$

No core potential remains, but the lineup change $\Delta c$ must be known on the same reference as $a_v$.

## A strained layer in engineering units

Consider a 6.0 nm layer on a (001) substrate. The lattice constants are 0.550 nm for the relaxed layer and 0.543 nm for the substrate, so

$$\varepsilon_{xx}=\varepsilon_{yy}=\frac{0.543}{0.550}-1=-1.273\%.$$

The top surface is free, so the normal stress vanishes:

$$C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_{xx}=0.$$

With $C_{11}=160$ GPa and $C_{12}=60$ GPa,

$$\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon_{xx}=0.955\%,\qquad
\mathrm{Tr}\,\varepsilon=2\varepsilon_{xx}+\varepsilon_{zz}=-1.591\%.$$

**Valence shear.** Let $\eta=\varepsilon_{zz}-\varepsilon_{xx}$. For orbital angular momentum one, the shear energy is

$$-3b\sum_i\left(L_i^2-\frac{2}{3}\right)\varepsilon_{ii}
=-3b\left(L_z^2-\frac{2}{3}\right)\eta,$$

where $L_x^2+L_y^2+L_z^2=2$ was used. The heavy-hole state has $L_z^2=1$ and does not mix with the others, so its shift is $s=-b\eta$. With $b=-2.2$ eV, $s=49.0$ meV.

Let $\Delta_0=0.1$ eV be the spin-orbit splitting. The heavy-hole energy, measured from the average of the valence levels, is $\Delta_0/3+s$. The light hole mixes the states $|L_z=1,\downarrow\rangle$ and $|L_z=0,\uparrow\rangle$, with matrix

$$\begin{pmatrix}s-\Delta_0/3&\sqrt2\,\Delta_0/3\\ \sqrt2\,\Delta_0/3&-2s\end{pmatrix}.$$

Its upper eigenvalue is half the trace plus half the root of the squared diagonal difference and four times the squared coupling:

$$E_{lh}=-\frac{s}{2}-\frac{\Delta_0}{6}
+\frac12\sqrt{\Delta_0^2-2s\Delta_0+9s^2}.$$

Here the heavy hole is higher by 49.7 meV, so $\delta_{shear}=s$. Under tension $s$ is negative and the light hole is on top; then $\delta_{shear}=E_{lh}-\Delta_0/3$, which reduces to $-s$ when $|s|\ll\Delta_0$ but is not linear in strain in general.

**The offset.** Take $a_v=2.0$ eV and $a_{core}=3.0$ eV on a common reference. The change of the layer's separation is

$$(2.0-3.0)(-0.01591)\ \text{eV}+49.0\ \text{meV}=64.9\ \text{meV}.$$

With illustrative values $S=69.9$ eV, $D_A=99.0$ eV and $D_B(0)=29.3$ eV,

$$\Delta E_v=69.9+29.3-99.0+0.065=0.265\ \text{eV}.$$

The relaxed separation gives 0.200 eV, which is 64.9 meV too low. Holding only the core fixed gives 0.217 eV, which is 47.7 meV too low, or 18% of the correct offset. The latter error is −15.9 meV for each eV of $a_{core}$.

Including more strain terms does not guarantee a smaller error. The relaxed-separation error vanishes when $(a_v-a_{core})\mathrm{Tr}\,\varepsilon=-s$. For this layer that happens at $a_{core}\simeq-1.1$ eV. There the relaxed value would be right by cancellation, while the fixed-core estimate would be about 17 meV too high.

## Split core lines and photoemission

Shear splits the spin-orbit components of a $p$ or $d$ core level, except $p_{1/2}$, which stays a single level. Consider one spin-orbit component, with projector $P_j$, and a shear energy proportional to $\sum_i(L_i^2-L^2/3)\varepsilon_{ii}$. Rotational symmetry makes $\mathrm{Tr}(P_jL_i^2)$ equal for all three axes, so each equals $\mathrm{Tr}(P_jL^2)/3$. The trace of the shear energy within the component is therefore zero, and the equally weighted centroid has no first-order shear shift. For a $d$ core with a chosen shear constant of −0.05 eV and spin-orbit splitting of 0.6 eV, the upper component splits by 12.0 meV while its centroid moves by 0.011 meV. Following a single peak instead of the centroid would bring in part of the splitting.

Photoemission adds a final-state effect: the surrounding electrons screen the core hole. A rough estimate uses a cavity of radius $R$, equal to half a bond length, in a medium of relative permittivity $\epsilon_r=13$:

$$P=\frac{e^2}{8\pi\epsilon_0R}\left(1-\frac1{\epsilon_r}\right)=5.58\ \text{eV}.$$

Since $P\propto1/R$ and $R$ changes by the fraction $\mathrm{Tr}\,\varepsilon/3$, the change at fixed permittivity is $-P\,\mathrm{Tr}\,\varepsilon/3=29.6$ meV. Screening raises the apparent core level, so the apparent shift would be $-47.7+29.6\simeq-18$ meV. This is a scale, not a prediction. It shows that a measured $S$ should be paired with a strained separation that contains the same final-state contribution.

## How the example compares with a real layer

The lattice, elastic and valence parameters are rough values for a silicon-germanium alloy on silicon. The core deformation potential is an illustrative choice in sign as well as size. Its positive sign follows the fixed-potential chain, and a self-consistent value can be negative, in which case the fixed-core estimate under compression is too high rather than too low. The 0.265 eV offset is not a prediction for that junction. In a random alloy the atomic sites are cubic only on average, so the core level of the layer here means an average over sites. Real layers can lose coherence by forming dislocations. An equilibrium estimate balances the force of the misfit strain on a dislocation against the dislocation's line tension. For dislocations whose Burgers vector, of length $b_d$, lies at 60° to the line, it gives the critical thickness $t_c$ as the larger solution of

$$t_c=\frac{b_d(1-\nu/4)}{4\pi(1+\nu)|\varepsilon_{xx}|}\left[\ln\frac{t_c}{b_d}+1\right],\qquad \nu=\frac{C_{12}}{C_{11}+C_{12}}.$$

With $b_d$ equal to the substrate lattice constant divided by $\sqrt2$, this is about 7 nm, close to the 6.0 nm used here, so the layer has little margin in equilibrium. Layers grown at low temperature can stay coherent well beyond this thickness, because dislocations form slowly. If 10% of the strain relaxed with $S$ held fixed, the change in $D_B$ would fall by 6.5 meV.

Two other effects concern how an edge is read. For a hole mass of 0.25 electron masses, hard walls would put the first hole state 41.8 meV below the valence edge, and the finite offset makes this shift smaller. The shift must not be mistaken for a change of the bulk offset. With $10^{17}$ cm$^{-3}$ ionized dopants and no field at one face, the layer's own charge bends the bands by 2.5 meV. A field entering from a depleted substrate or a charged surface can add to this or oppose it, and can bring the total to tens of meV in either direction. At 300 K the thermal energy is 25.9 meV, about half the heavy-light splitting, so both bands can hold holes although the edge itself is the heavy-hole one. The remaining values are in the numerical output.

## Numbers as computed

```
CHAIN MODEL (linear strain)
well depths core,tail: A (250.0, 20.0), B (240.0, 21.0) eV
well widths core, tail: 0.015, 0.090 nm
spacings A, B unstrained: 0.280, 0.290 nm
strain of B: -1.20 %; lineup step: 0.50 eV
bulk A core, valence top: -156.194, -14.641 eV
bulk B core, valence top: -149.988, -14.221 eV
strained B core, valence top: -150.022, -14.201 eV
core potential, finite difference: 2.711 eV
core potential, perturbation formula: 2.711 eV
core potential, point-core estimate: 2.427 eV
valence deformation potential: -1.680 eV
valence minus core potential: -4.390 eV
core potential from mean potential: -44.742 eV
valence potential from mean potential: -49.133 eV
core separation in junction: 6.6717 eV
separations D_A, D_B(0), D_B(strain): 141.5531, 135.7669, 135.8216 eV
direct valence offset: 0.9402 eV
offset, strained separation: 0.9402 eV
offset, unstrained separation: 0.8855 eV
offset, valence strained but core fixed: 0.9059 eV
fixed-core error: -34.35 meV
linear prediction of that error: -32.53 meV
nonlinear part of core shift: 5.3 %
remainder ratio on halving strain: 4.06
top junction state below upper edge: 46.0 meV
bulk dispersion scale for that layer: 60.9 meV
LAYER EXAMPLE (volume strain)
lattice substrate, layer: 0.543, 0.550 nm
thickness, critical thickness: 6.0, 6.8 nm
C11, C12: 160, 60 GPa
a_v, a_core, b, spin-orbit: 2.0, 3.0, -2.2, 0.1 eV
S, D_A, D_B(0): 69.9, 99.0, 29.3 eV
strain in plane, normal, trace: -1.273, 0.955, -1.591 %
hydrostatic shift valence, core: -31.8, -47.7 meV
heavy-hole shear shift: 49.0 meV
change of layer separation D_B: 64.9 meV
consistent valence offset: 0.265 eV
offset with unstrained separation: 0.200 eV
offset with core held fixed: 0.217 eV
error, unstrained separation: -64.9 meV
error, core held fixed: -47.7 meV
fixed-core error per eV of a_core: -15.9 meV
NEGLECTED EFFECTS
hole mass, doping, permittivity: 0.25 m_e, 1e+17 cm^-3, 13.0
hole confinement, hard-wall scale: 41.8 meV
band bending across layer: 2.51 meV
core-hole cavity radius, polarization: 0.119 nm, 5.58 eV
change of polarization with strain: 29.6 meV
d-core shear constant, spin-orbit: -0.05, 0.6 eV
d-line splitting, centroid shift: 12.02, 0.011 meV
D_B change lost at 10% relaxation: 6.5 meV
heavy-light splitting: 49.7 meV
thermal energy at 300 K: 25.9 meV
```
